\section*{The trapezoidal current-voltage curve of a one-dimensional Esaki junction}

\section{A flat current and a fixed end point}

Take a junction in a carbon nanotube whose electrons tunnel with a constant probability of 0.0637. At zero temperature the model gives a forward current of 0.494~$\mu$A at 0.05~V and 0.987~$\mu$A at 0.10~V. At 0.20~V the current is still 0.987~$\mu$A, at 0.25~V it is back to 0.494~$\mu$A, and at 0.30~V it is zero. The transmission does not change along this curve, so the flat part and the fall need another origin. It lies in two energies, 0.10 and 0.20~eV, which say how deeply the Fermi levels sit inside the bands.

\section{Assumptions and energy diagram}

A p-type lead is joined to an n-type lead. In the p lead the Fermi level lies $a_p>0$ below the valence-band edge; in the n lead it lies $a_n>0$ above the conduction-band edge. These are the degeneracy energies, and they are held fixed as the bias changes. We assume:

\begin{enumerate}
\item Each lead has one subband with $g$ independent, equivalent channels, spin included, and energy varies monotonically with wave number for each direction of motion.
\item Electrons leave each lead with that lead's equilibrium occupation. Tunnelling is coherent and elastic.
\item In the band overlap the transmission is a constant $T_0$, independent of energy and bias.
\item Current over the barrier is neglected, and the bands extend through all energies used below.
\end{enumerate}

Let $q>0$ be the elementary charge, $V>0$ forward bias and $u=qV$. Put the energy zero at the p Fermi level. Forward bias raises the electron energies of the n lead by $u$, so its Fermi level is at $u$ and its conduction edge at $u-a_n$. The valence edge of the p lead is at $a_p$. An elastic tunnelling electron needs a conduction state on one side and a valence state on the other, hence
\begin{equation}
u-a_n<E<a_p. \label{overlap}
\end{equation}
This overlap has width $a_n+a_p-u$ and shrinks as forward bias grows. Current is counted positive when electrons flow from n to p.

\section{Why the band shape drops out}

\paragraph{Lemma 1.} With $f_n$ and $f_p$ the lead occupations,
\begin{equation}
I=\frac{gq}{h}\int_{u-a_n}^{a_p}T_0\,(f_n-f_p)\,dE \label{landauer}
\end{equation}
while the overlap is open, and $I=0$ once it is closed.

\paragraph{Proof.} In a lead of length $L$ the allowed wave numbers are spaced by $2\pi/L$. The states moving toward the junction in an interval $dk$ therefore number $g\,dk/2\pi$ per unit length. Their speed is $|dE/dk|/\hbar$, so the charge they bring per unit time, if all are filled, is
\begin{equation}
q\,\frac{g}{2\pi}\,\frac{1}{\hbar}\left|\frac{dE}{dk}\right|dk
=\frac{gq}{2\pi\hbar}\,dE=\frac{gq}{h}\,dE .
\end{equation}
A flat band has many states per unit energy, but they move slowly; the two factors cancel.

The transmission is the same in both directions. For one channel, flux conservation makes the $2\times2$ scattering matrix unitary. Its first row gives $|r|^2+|t'|^2=1$ and its first column gives $|r|^2+|t|^2=1$, so $|t|^2=|t'|^2=T_0$. The n lead thus sends $(gq/h)T_0f_n\,dE$ across, and the p lead returns $(gq/h)T_0f_p\,dE$. Their difference, integrated over the overlap, is (\ref{landauer}). $\square$

\section{The trapezoid}

\paragraph{Theorem.} Let $m=\min(a_n,a_p)$ and $M=\max(a_n,a_p)$. At zero temperature the forward current is
\begin{equation}
I=\frac{gq}{h}T_0W(u), \label{current}
\end{equation}
\begin{equation}
W(u)=
\begin{cases}
u, & 0\le u\le m,\\
m, & m\le u\le M,\\
a_n+a_p-u, & M\le u\le a_n+a_p,\\
0, & u\ge a_n+a_p.
\end{cases}\label{trapezoid}
\end{equation}

\paragraph{Proof.} At zero temperature each lead is filled up to its Fermi level. For $u>0$ we have $f_n-f_p=1$ when $0<E<u$, and zero outside that interval: below it both leads are full, above it both are empty. The energies that carry current lie both in $0<E<u$ and in the overlap (\ref{overlap}). Their lower limit is the larger of the two lower limits, and their upper limit is the smaller of the two upper limits:
\begin{equation}
W=\max\bigl[0,\ \min(u,a_p)-\max(0,u-a_n)\bigr]. \label{wmax}
\end{equation}

If $u\le m$, then $u\le a_p$ and $u-a_n\le0$, so $W=u-0=u$.

If $m\le u\le M$, there are two possibilities. For $a_p\le a_n$ the limits are $0$ and $a_p$, and $W=a_p=m$. For $a_n\le a_p$ they are $u-a_n$ and $u$, and $W=u-(u-a_n)=a_n=m$.

If $u\ge M$, the limits are $u-a_n$ and $a_p$. Their difference $a_p-(u-a_n)=a_n+a_p-u$ is positive until $u=a_n+a_p$; afterwards the outer maximum in (\ref{wmax}) gives zero. $\square$

In terms of voltage, the initial slope is
\begin{equation}
G=\frac{dI}{dV}=\frac{gq}{h}T_0\frac{du}{dV}=\frac{gq^2}{h}T_0 ,
\end{equation}
and the falling side has slope $-G$. The current first grows because bias opens a larger interval between the Fermi levels. It saturates when the shallower degeneracy limits the supply of filled n states or of empty p states. It falls when the overlap itself becomes the limit.

\paragraph{Remark 1 (what the corners tell).} Exchanging $a_n$ and $a_p$ leaves (\ref{trapezoid}) unchanged. The corners give the two energies but not which lead owns which. If $a_n=a_p=a$, the plateau shrinks to a point and the curve is a triangle with its peak at $u=a$.

The area under $W$ consists of two triangles and a rectangle:
\begin{equation}
\int_0^\infty W\,du=\frac{m^2}{2}+m(M-m)+\frac{m^2}{2}=mM=a_na_p .
\end{equation}

\paragraph{Remark 2 (reverse bias).} For $u<0$, $f_n-f_p=-1$ when $u<E<0$. This whole interval lies in the overlap, because $u-a_n<u$ and $0<a_p$. The integral equals $u$ and $I=GV$: within the assumed single subband there is no reverse saturation.

The degeneracy of both leads matters here. Suppose that the n Fermi level lies a distance $b>0$ below the conduction edge, so $a_n=-b$, with $a_p$ still positive. In forward bias the overlap starts at $u+b$, above every filled n state, and the zero-temperature tunnel current vanishes. In reverse bias the usable interval is $u+b<E<0$. Current starts at $|u|=b$ and then grows as $|u|-b$. This is a backward diode with a threshold.

\section{The nanotube example}

A semiconducting nanotube is a natural one-dimensional case, with $g=4$ from two spins and two equivalent valleys. We take a gap $2\Delta=0.50$~eV, band velocity $v=10^6$~m/s, $a_n=0.20$~eV and $a_p=0.10$~eV. Gates are taken to produce a straight potential ramp of length $d=6$~nm. A value for $T_0$ follows from the two-band relation between energy and wave number.

\paragraph{Lemma 2.} In a uniform force $F$, with local relation $\varepsilon^2=\Delta^2+(\hbar vk)^2$, the semiclassical tunnelling factor is
\begin{equation}
T_0=\exp\left(-\frac{\pi\Delta^2}{\hbar vF}\right). \label{tunnel}
\end{equation}

\paragraph{Proof.} Measure energy from the local midgap, so that $\varepsilon=Fx$. In the gap $|Fx|<\Delta$ and $k=i\kappa$, with $\hbar v\kappa=\sqrt{\Delta^2-F^2x^2}$. The amplitude decays by $\exp(-\int\kappa\,dx)$ and the probability by its square. With $x=(\Delta/F)\sin\theta$,
\begin{align}
2\int_{-\Delta/F}^{\Delta/F}\kappa\,dx
&=\frac{2\Delta^2}{\hbar vF}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta\\
&=\frac{2\Delta^2}{\hbar vF}\,\frac{\pi}{2}
=\frac{\pi\Delta^2}{\hbar vF}.\qquad\square
\end{align}

This argument gives the exponential but does not determine a prefactor. A numerical solution of the two-band wave equation was therefore made at the example's mid-plateau force, with a ramp continuing 2~eV into each band. At the central energy its transmission was 1.0004 times (\ref{tunnel}), and for extensions sampled between 1.5 and 3~eV the ratio lies between 0.998 and 1.002. This supports a prefactor of one for a long ramp.

The midgap energy is $a_p+\Delta$ in the p lead and $u-a_n-\Delta$ in the n lead. Dividing their difference by the ramp length gives
\begin{equation}
F=\frac{2\Delta+a_n+a_p-u}{d}. \label{force}
\end{equation}
At the middle of the plateau, $u=0.15$~eV,
\begin{equation}
F=\frac{0.50+0.20+0.10-0.15}{6.0}\ \frac{\mathrm{eV}}{\mathrm{nm}}
=0.1083\ \frac{\mathrm{eV}}{\mathrm{nm}},
\end{equation}
a field of 1.083~MV/cm. With $\hbar v=0.6582$~eV\,nm the exponent is
\begin{equation}
\frac{\pi(0.25)^2}{0.6582\times0.1083}=2.754,\qquad T_0=e^{-2.754}=0.0637 .
\end{equation}
Since $gq^2/h=154.96\ \mu$S, $G=154.96\times0.0637=9.87\ \mu$S. The plateau is
\begin{equation}
I=9.87\ \mu\mathrm{S}\times0.10\ \mathrm{V}=0.987\ \mu\mathrm{A},
\end{equation}
and it extends from 0.10 to 0.20~V. The current ends at $0.20+0.10=0.30$~V. These are the values of the opening paragraph.

Lemma 1 was tested by adding the velocities of individual states in leads 1~mm long, with a parabolic conduction band on one side and a hyperbolic valence band on the other. Biases ran from $-0.10$ to 0.45~V in steps of 0.01~V. For the pairs $(a_n,a_p)=(0.20,0.10)$, $(0.06,0.17)$ and $(0.12,0.12)$~eV, the largest error in $W$ was 3.8~$\mu$eV. The bends of the summed curve lay at the predicted corners, which for the example are 0.10, 0.20 and 0.30~V.

\section{Finite temperature}

Keep $T_0$ constant, and write $t=k_BT$, $L(x)=\ln(1+e^x)$ and $f(E)=1/(1+e^{E/t})$.

\paragraph{Proposition 1.} For $u\le a_n+a_p$ the current is (\ref{current}) with
\begin{equation}
W=t\left[L\!\left(\frac{a_n}{t}\right)-L\!\left(\frac{u-a_p}{t}\right)
-L\!\left(\frac{a_n-u}{t}\right)+L\!\left(-\frac{a_p}{t}\right)\right]. \label{thermal}
\end{equation}
In forward bias its maximum is at $(a_n+a_p)/2$, and it vanishes at $u=a_n+a_p$.

\paragraph{Proof.} Since $L'(x)=1/(1+e^{-x})$, the derivative of $-tL((\mu-E)/t)$ with respect to $E$ is $f(E-\mu)$. Integrating over the overlap gives
\begin{align}
\int f_n\,dE&=t\left[L(a_n/t)-L((u-a_p)/t)\right],\\
\int f_p\,dE&=t\left[L((a_n-u)/t)-L(-a_p/t)\right],
\end{align}
where $\mu=u$ in the first line and $\mu=0$ in the second. Subtraction gives (\ref{thermal}). At $u=a_n+a_p$ the second term cancels the first and the third cancels the fourth.

Replacing $u$ by $a_n+a_p-u$ exchanges the two middle terms, so $W$ is symmetric about $(a_n+a_p)/2$. Also $L''(x)=L'(x)[1-L'(x)]>0$. The two terms containing $u$ enter with minus signs, so $W''<0$, and the symmetric curve has its single maximum at the midpoint. $\square$

Differentiation gives
\begin{equation}
\frac{dW}{du}=f(u-a_n)-f(a_p-u).
\end{equation}
At $u=0$ this is $f(-a_n)-f(a_p)$; at $u=a_n+a_p$ it is the negative of the same number. At 300~K, where $t=25.85$~meV, the factor is 0.979. Both end slopes lose about 2\% of their zero-temperature size.

The upper corners lose more. Let $a_p<a_n$, with $a_p$ and $a_n-a_p$ both much larger than $t$. At $u=a_p$ the second term of (\ref{thermal}) is $-t\ln2$. For the others use $L(x)\simeq x$ at large positive $x$ and $L(x)\simeq0$ at large negative $x$:
\begin{equation}
W(a_p)\simeq a_n-t\ln2-(a_n-a_p)=a_p-t\ln2 .
\end{equation}
By symmetry the corner at $a_n$ has the same loss. For equal energies $a\gg t$ both middle terms give $\ln2$ at the peak, and the triangle loses $2t\ln2$.

In the example $t\ln2=17.9$~meV at 300~K, which predicts a corner current of $0.987(1-0.179)=0.810\ \mu$A. Formula (\ref{thermal}) also gives 0.810~$\mu$A. So close an agreement is partly an accident of the example: the leading corrections to $W(a_p)$, $+te^{-a_p/t}$ and $-te^{-(a_n-a_p)/t}$, cancel because $a_n-a_p=a_p$. For $a_n=0.17$~eV the formula gives $W(a_p)=81.0$~meV against the estimate 82.1~meV. At the midpoint, 0.15~V, the current is 0.924~$\mu$A, 6\% below the cold plateau. The flat top has become a rounded peak, while the end point has stayed at 0.30~V. At fixed $a_n$ and $a_p$, heat changes the occupation of states; it does not reopen an overlap that bias has closed.

\section{When transmission is not constant}

\paragraph{Proposition 2.} Let the transmission be any function $\mathcal T(E,u)$. Elastic interband current still vanishes for $u\ge a_n+a_p$. If $\mathcal T$ vanishes as a square root at each band edge and is otherwise smooth, the zero-temperature curve with $a_n\ne a_p$ has no slope jump at $m$, $M$ or $a_n+a_p$.

\paragraph{Proof.} The first claim holds because the integration interval is empty. For the second take $a_p<a_n$ and set $C=gq/h$. Just below $u=a_p$,
\begin{equation}
I=C\int_0^u\mathcal T\,dE,\qquad
\frac{dI}{du}=C\mathcal T(u,u)+C\int_0^u\frac{\partial\mathcal T}{\partial u}\,dE .
\end{equation}
Just above, the upper limit is fixed at $a_p$ and the first term is absent. The slope jump is therefore $-C\mathcal T(a_p,a_p)$, which is zero at the valence edge. At $u=a_n$ the lower limit begins to move with the conduction edge, and the jump $-C\mathcal T(0,a_n)$ is zero for the same reason. The derivative of a square root is integrable, so the remaining integrals are continuous there. Near closure the interval has width $w=a_n+a_p-u$ and $\mathcal T$ tends to zero in it. Hence $I/w$ tends to zero, and the curve meets the axis with zero slope. The case $a_n<a_p$ follows in the same way with the two edges exchanged. $\square$

The square root is the usual behaviour of a smooth barrier joined to a flat lead: the flux carried by a wave of finite amplitude is proportional to its velocity, which varies as the square root of the distance in energy from the edge. In the numerical solution for the 6~nm ramp at 0.15~V, the transmission is 0.099 in the middle of the overlap and $5.6\times10^{-4}$ at 1~$\mu$eV inside either edge. A continuous slope does not mean a gentle bend, because the slope approaches its corner value only as a square root. For this ramp at zero temperature the mean slope is $+1.0\ \mu$S over the 5~mV below 0.10~V and $-3.5\ \mu$S over the 5~mV above it.

That middle value is 1.56 times $T_0$, although the force is the same. The 2~eV extensions, which reproduced (\ref{tunnel}), are missing here: the ramp ends 0.075~eV beyond each edge of the gap. Lengthening it at the same force to extensions of 0.15, 0.3 and 0.6~eV brings the ratio to 1.42, 0.95 and 1.01. Formula (\ref{tunnel}) assumes a ramp that continues far into both bands, and it is inaccurate for this short ramp with sharp ends.

With the numerical transmission, the zero-temperature currents at 0.10, 0.15, 0.20 and 0.25~V are 1.51, 1.30, 0.90 and 0.25~$\mu$A. There is no plateau. These values belong to a straight ramp with sharp ends; rounding the ends changes them. If the slope is switched on and off by a logistic step of scale 0.6~nm at each end, at the same total drop, they become 1.06, 0.88, 0.59 and 0.16~$\mu$A, again without a plateau. By (\ref{force}) the field falls with forward bias at fixed $d$, and (\ref{tunnel}) drops from 0.0775 at 0.10~V to 0.0506 at 0.20~V, a factor of 0.65. The current falls by a similar factor, 0.60. This comparison does not separate the causes, because (\ref{tunnel}) is inaccurate for this short ramp and the loss of transmission near the band edges also changes with bias. At 300~K the peak is 1.31~$\mu$A at 0.110~V, on a 5~mV grid. The constant-transmission model is 35\% below the two-band current at 0.10~V and nearly twice as large at 0.25~V, both at zero temperature. For this sharp-ended ramp it gives the closing voltage and, from 0.05 to 0.25~V, the current to within a factor of about two, but not the shape of the top. With the rounded ends above it is about three times too large at 0.25~V. Close to the closing voltage it is much too large, because the two-band transmission vanishes there.

\section{Beside a real device}

The gap and velocity are rough values for a semiconducting nanotube, and the exponent in (\ref{tunnel}) is inversely proportional to the velocity. With $v=8\times10^5$~m/s, $T_0$ falls to 0.032 and the plateau to 0.50~$\mu$A. A $(19,0)$ tube with a nearest-neighbour hopping of 2.7~eV has a gap of 0.507~eV and $v=9.1\times10^5$~m/s, which give $T_0=0.047$ and a plateau of 0.72~$\mu$A. The 6~nm ramp is short and would need strong, close gate control. In (\ref{tunnel}), doubling its length at the same potential drop doubles the exponent. The constant-transmission estimate then becomes $0.0637^2=0.0041$, with a plateau of about 0.063~$\mu$A. The current is therefore very sensitive to the ramp length, while the corner voltages of the constant-transmission model do not contain it.

Several other effects were left out. At 0.30~V and 300~K the ballistic current over the barrier is at most 37~pA, the value for unit transmission, or about $4\times10^{-5}$ of the plateau. An assumed 10~k$\Omega$ of extra series resistance drops 9.9~mV at the plateau current. It shifts the upper corners by that amount on the applied-voltage axis, but not the closing point, where the model current is zero.

Inelastic tunnelling breaks the closing rule. If an electron emits a phonon of energy $\hbar\omega$, its final energy can lie below $a_p$ as long as $u-a_n-\hbar\omega<a_p$. For a rough optical-phonon energy of 0.18~eV, current is then possible up to $0.30+0.18=0.48$~V. Its size has not been calculated here. Defect or band-tail states inside the gap, which the model excludes, can also carry current beyond the closing voltage. The zero beyond 0.30~V must therefore not be read as a predicted valley current of a real diode.

The single-subband assumption limits the reverse side. If the second subband has twice the first gap, its edges lie 0.25~eV deeper in each band. When tunnelling conserves the subband, the second pair overlaps for $u<0.30-0.50=-0.20$~eV, that is, beyond 0.20~V of reverse bias. It adds no forward tunnel current.

In a forward-biased tunnel diode a gate can change one degeneracy energy while the other is held fixed. With constant $T_0$, raising the smaller energy raises the plateau until the two are equal; raising the larger one lengthens the plateau and leaves its height alone. In either case the closing voltage moves by the full change in energy divided by $q$. All of this requires both leads to remain degenerate. The statements about the plateau also require the gate to leave the transmission unchanged; by Proposition 2 the closing voltage does not. For a ramp of fixed length, (\ref{force}) gives nearly the same field at a given bias when the change is small compared with the total potential drop. The transmission can still change strongly near a band edge that the gate moves. Tunnelling transistors usually work in reverse bias instead. There, by Remark 2, the zero-temperature current with constant $T_0$ does not depend on either degeneracy energy while both leads stay degenerate. This is not a rule for real transistors: in a ramp of fixed length both energies change the field, by (\ref{force}), and the positions of the band edges, and so they change the transmission and the current. The numerical output below lists the currents at six biases from 0.05 to 0.30~V.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough nanotube values)
degeneracy g = 4; gap = 0.50 eV; velocity = 1.0e+06 m/s
hbar*velocity = 0.6582 eV nm; ramp length = 6.0 nm
a_n = 0.20 eV; a_p = 0.10 eV
kT at 300 K = 25.85 meV
CONSTANT TRANSMISSION, ZERO TEMPERATURE
field at mid-plateau = 1.083 MV/cm
tunnelling exponent = 2.754; T0 = 0.0637
g q^2/h = 154.96 uS; G = 9.871 uS
corners found from state sum = [0.1 0.2 0.3] V
plateau current = 0.9871 uA
area of W from state sum = 0.02000 eV^2; a_n*a_p = 0.02000 eV^2
largest state-sum error in W = 3.8 ueV
CURRENTS in uA: constant T0 (0 K, 300 K), two-band T (0 K, 300 K)
V = 0.05 V: 0.4935 0.4637 1.0018 0.8936
V = 0.10 V: 0.9871 0.8103 1.5109 1.2932
V = 0.15 V: 0.9871 0.9236 1.3002 1.1841
V = 0.20 V: 0.9871 0.8103 0.9014 0.7503
V = 0.25 V: 0.4935 0.4637 0.2514 0.2367
V = 0.30 V: 0.0000 0.0000 0.0000 0.0000
TEMPERATURE, constant T0
end-slope factor at 300 K = 0.9791
peak at 300 K: V = 0.150 V, I = 0.9236 uA
corner loss at 4 K in units of kT = 0.6931; ln 2 = 0.6931
kT ln 2 at 300 K = 17.92 meV
TRANSMISSION NOT CONSTANT
V = 0.00 V: field = 1.333 MV/cm, formula T = 0.1067
V = 0.10 V: field = 1.167 MV/cm, formula T = 0.0775
V = 0.20 V: field = 1.000 MV/cm, formula T = 0.0506
V = 0.30 V: field = 0.833 MV/cm, formula T = 0.0279
long ramp: numerical T / formula T = 1.0004
6 nm ramp, mid-plateau bias, mid-overlap: T = 0.0992
same, 1 ueV inside n edge: 5.6e-04; p edge: 5.6e-04
two-band peak, 0 K: V = 0.100 V (5 mV grid), I = 1.5109 uA
two-band peak, 300 K: V = 0.110 V (5 mV grid), I = 1.3068 uA
OTHER NEGLECTED EFFECTS
over-barrier current at 0.30 V, 300 K = 37.3 pA
series 10 kohm: drop at plateau = 9.87 mV
phonon 0.18 eV: assisted current possible to 0.48 V
second subbands: edge offset = 0.25 eV, overlap only below V = -0.20 V
\end{verbatim}
